# Silicon's half-share of the attraction on a sphere above oxide: a program that tests the result

```python
# Result under test: for a sphere (radius R) at gap d from an oxide film
# (thickness t) on silicon, additive r^-6 forces give silicon half the force at
# d = [t + sqrt(s t^2 + (s-1)^2 R^2)]/(s-1) - R, s = sqrt(1 + A_Si/A_ox).
# A_ox, A_Si: sphere-oxide and sphere-silicon Hamaker constants in the medium.
# Lengths are in nm, energies in zJ, forces in pN (zJ/nm = pN).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq


def unit_gauss(count):
    x, w = np.polynomial.legendre.leggauss(count)
    return (x + 1) / 2, w / 2


NODE, WEIGHT = unit_gauss(40)


def pair_sum_force(gap, top, bottom, radius, hamaker):
    """Quadrature of vertical pair forces: sphere slices, depth, and rings."""
    span = np.log((gap + 2 * radius) / gap)
    height = gap * np.exp(span * NODE)
    slice_volume = (np.pi * (height - gap) * (gap + 2 * radius - height)
                    * WEIGHT * span * height)
    inverse_low = 1 / (height + bottom)
    width = 1 / (height + top) - inverse_low
    inverse = inverse_low[:, None] + width[:, None] * NODE
    depth_weight = width[:, None] * WEIGHT / inverse**2
    zeta = (1 / inverse)[:, :, None]
    angle = np.pi * NODE / 2
    rho = zeta * np.tan(angle)
    d_rho = zeta * np.pi / 2 * WEIGHT / np.cos(angle)**2
    rings = 2 * np.pi * rho * d_rho * 6 * zeta / (zeta**2 + rho**2)**4
    per_slice = np.sum(rings.sum(axis=2) * depth_weight, axis=1)
    return hamaker / np.pi**2 * np.sum(slice_volume * per_slice)


def force_formula(distance, radius, hamaker):
    return 2 * hamaker * radius**3 / (
        3 * distance**2 * (distance + 2 * radius)**2)


def energy_formula(distance, radius, hamaker):
    far = distance + 2 * radius
    return -hamaker / 6 * (radius / distance + radius / far
                           + np.log(distance / far))


def half_gap_formula(t, radius, ratio):
    s = np.sqrt(1 + ratio)
    return (t + np.sqrt(s * t**2 + (s - 1)**2 * radius**2)) / (s - 1) - radius


def summed_share(gap, t, radius, ratio):
    oxide = pair_sum_force(gap, 0.0, t, radius, 1.0)
    silicon = pair_sum_force(gap, t, np.inf, radius, ratio)
    return silicon / (oxide + silicon)


def summed_half_gap(t, radius, ratio):
    return brentq(lambda d: summed_share(d, t, radius, ratio) - 0.5,
                  0.02 * t, 50 * t, xtol=1e-11)


def energy_half_gap(t, radius, ratio):
    def excess(d):
        near = energy_formula(d, radius, 1.0)
        deep = energy_formula(d + t, radius, 1.0)
        return ratio * deep / (near - deep + ratio * deep) - 0.5
    return brentq(excess, 0.01 * t, 50 * t)


# Example inputs
R, t = 50.0, 2.0
A_ox, A_Si = 5.0, 20.0
ratio = A_Si / A_ox
s = np.sqrt(1 + ratio)
flat_gap = t / (s - 1)
half_gap = half_gap_formula(t, R, ratio)

# Pairwise sums against force, half-gap and limiting formulas
for distance, radius in [(0.7, 50.0), (4.0, 3.0), (20.0, 5.0)]:
    direct = pair_sum_force(distance, 0.0, np.inf, radius, 7.0)
    assert np.isclose(direct, force_formula(distance, radius, 7.0), rtol=1e-7)
for film, radius, a in [(t, R, ratio), (1.0, 3.0, 0.7), (5.0, 1e4, 2.5)]:
    root = summed_half_gap(film, radius, a)
    assert np.isclose(root, half_gap_formula(film, radius, a), rtol=1e-6)
large_root = summed_half_gap(5.0, 1e4, 2.5)
assert np.isclose(large_root, 5.0 / (np.sqrt(3.5) - 1), rtol=1e-3)
small_root = summed_half_gap(3.0, 1e-3, ratio)
assert np.isclose(small_root, 3.0 / (np.sqrt(s) - 1), rtol=1e-3)
corrected_gap = flat_gap + s * t**2 / (2 * (s - 1)**2 * R)
assert abs(corrected_gap - summed_half_gap(t, R, ratio)) < 1e-4
gap_list = np.array([0.5, 1.0, 2.0, 3.0, 5.0, 10.0])
shares = np.array([summed_share(d, t, R, ratio) for d in gap_list])
assert np.all(np.diff(shares) > 0)

# Integrated pair force against the energy, then the energy criterion
work = quad(lambda q: pair_sum_force(3.0 / q, 0, np.inf, 8.0, 5.0)
            * 3.0 / q**2, 0, 1, epsabs=1e-9, epsrel=1e-8)[0]
assert np.isclose(-work, energy_formula(3.0, 8.0, 5.0), rtol=1e-6)
energy_gap = energy_half_gap(t, R, ratio)
assert np.isclose(energy_half_gap(t, 1e6, ratio), t / ratio, rtol=1e-3)

# Layered Lifshitz estimate with rough one-oscillator permittivities
temperature = 298.15
kT = sc.k * temperature * 1e21
kT_eV = sc.k * temperature / sc.e
hbar_c = sc.hbar * sc.c / sc.e * 1e9
photon = 2 * np.pi * kT_eV * np.arange(1001)
# static permittivity, oscillator strength, resonance energy in eV
materials = {"silica": (3.9, 1.10, 13.0), "water": (78.0, 0.78, 13.0),
             "silicon": (11.7, 10.7, 5.0)}
eps = {}
for name, (static, strength, resonance) in materials.items():
    eps[name] = 1 + strength / (1 + (photon / resonance)**2)
    eps[name][0] = static
root_node, root_weight = unit_gauss(60)
decay = 40 * root_node**2
decay_weight = 80 * root_node * root_weight


def plate_energy(gap, film, substrate, static_weight, light):
    """Free energy per area of silica | water | silica film | substrate."""
    wave = photon / light
    start = np.sqrt(eps["water"]) * wave
    step = decay / (2 * gap)
    k_squared = step * (2 * start[:, None] + step)
    kappa = {name: np.sqrt(k_squared + (value * wave**2)[:, None])
             for name, value in eps.items()}
    integrand = np.zeros_like(k_squared)
    for magnetic in (True, False):
        y = {name: kappa[name] / (eps[name][:, None] if magnetic else 1)
             for name in eps}
        outer = (y["water"] - y["silica"]) / (y["water"] + y["silica"])
        inner = (y["silica"] - y[substrate]) / (y["silica"] + y[substrate])
        buried = inner * np.exp(-2 * kappa["silica"] * film)
        coated = (outer + buried) / (1 + outer * buried)
        integrand += np.log1p(
            -outer * coated * np.exp(-2 * kappa["water"] * gap))
    terms = np.sum(integrand * kappa["water"] * decay_weight / (2 * gap),
                   axis=1)
    return kT / (2 * np.pi) * (static_weight * terms[0] + terms[1:].sum())


def spectral_hamaker(target, static_weight):
    def contrast(name):
        return (eps[name] - eps["water"]) / (eps[name] + eps["water"])
    product = contrast("silica") * contrast(target)
    terms = sum(product**n / n**3 for n in range(1, 151))
    return 1.5 * kT * (static_weight * terms[0] + terms[1:].sum())


def lifshitz_half_gap(static_weight, light):
    def excess(d):
        film_only = plate_energy(d, t, "water", static_weight, light)
        complete = plate_energy(d, t, "silicon", static_weight, light)
        return 0.5 - film_only / complete
    return brentq(excess, 0.3, 12.0, xtol=1e-7)


slow_limit = 1e5 * hbar_c
for weight in (0.0, 0.5):
    bare = plate_energy(1.5, 0.0, "silicon", weight, slow_limit)
    assert np.isclose(-12 * np.pi * 1.5**2 * bare,
                      spectral_hamaker("silicon", weight), rtol=1e-5)
lifshitz = {}
for label, weight in [("static term omitted", 0.0),
                      ("static term kept", 0.5)]:
    oxide_A = spectral_hamaker("silica", weight)
    silicon_A = spectral_hamaker("silicon", weight)
    additive = t / (np.sqrt(1 + silicon_A / oxide_A) - 1)
    instant = lifshitz_half_gap(weight, slow_limit)
    retarded = lifshitz_half_gap(weight, hbar_c)
    force = -2 * np.pi * R * plate_energy(half_gap, t, "silicon",
                                         weight, hbar_c)
    lifshitz[label] = (oxide_A, silicon_A, additive, instant, retarded, force)
values = lifshitz["static term omitted"]
assert abs(values[4] / values[2] - 1) < 0.15

# Double-layer repulsion: linearized theory, equal constant potentials
salt, potential = 10.0, 0.025  # mol/m^3 and V
permittivity = materials["water"][0] * sc.epsilon_0
kappa_salt = np.sqrt(2 * salt * sc.N_A * sc.e**2
                     / (permittivity * sc.k * temperature))
reduced_gap = kappa_salt * half_gap * 1e-9
repulsion = (4 * np.pi * permittivity * R * 1e-9 * kappa_salt * potential**2
             / (np.exp(reduced_gap) + 1) * 1e12)
pressure_integral = quad(lambda x: 0.5 / np.cosh(x / 2)**2,
                         reduced_gap, 60)[0]
direct_repulsion = (2 * np.pi * R * 1e-9 * permittivity * kappa_salt
                    * potential**2 * pressure_integral * 1e12)
assert np.isclose(repulsion, direct_repulsion, rtol=1e-7)

force_Si = force_formula(half_gap + t, R, A_Si)
force_ox = A_ox * (force_formula(half_gap, R, 1)
                  - force_formula(half_gap + t, R, 1))
print(f"sphere radius R = {R:.1f} nm; oxide thickness t = {t:.1f} nm")
print(f"supplied A_ox = {A_ox:.1f} zJ; A_Si = {A_Si:.1f} zJ")
print(f"A_Si/A_ox = {ratio:.3f}; s = {s:.5f} (dimensionless)")
print(f"half-force gap, full sphere = {half_gap:.4f} nm"
      f" = {half_gap * 10:.3f} angstrom")
print(f"half-force gap from pair sums = {summed_half_gap(t, R, ratio):.4f} nm")
print(f"half-force gap, large-sphere limit = {flat_gap:.4f} nm")
print(f"large-sphere limit plus first correction = {corrected_gap:.4f} nm")
print(f"half-force gap, small-particle limit = {t/(np.sqrt(s)-1):.4f} nm")
print(f"oxide force at half gap = {force_ox:.3f} pN")
print(f"silicon force at half gap = {force_Si:.3f} pN")
print(f"total attraction at half gap = {force_ox + force_Si:.3f} pN")
print(f"half-energy gap, full sphere = {energy_gap:.4f} nm")
print(f"half-energy gap, large-sphere limit = {t / ratio:.4f} nm")
for distance, share in zip(gap_list, shares):
    print(f"silicon force share at d = {distance:.1f} nm: {100*share:.2f} %")
for factor in (0.75, 1.25):
    print(f"half-force gap for A_Si = {factor*A_Si:.1f} zJ:"
          f" {half_gap_formula(t, R, factor*ratio):.4f} nm")
print(f"temperature = {temperature:.2f} K")
for name, (static, strength, resonance) in materials.items():
    print(f"{name}: static permittivity {static:.1f}, strength {strength:.2f}"
          f" (dimensionless), resonance {resonance:.1f} eV")
for label, values in lifshitz.items():
    oxide_A, silicon_A, additive, instant, retarded, force = values
    print(f"Lifshitz, {label}: A_ox = {oxide_A:.3f} zJ;"
          f" A_Si = {silicon_A:.3f} zJ")
    print(f"  flat additive half gap with these constants = {additive:.4f} nm")
    print(f"  layered half gap without retardation = {instant:.4f} nm")
    print(f"  layered half gap with retardation = {retarded:.4f} nm")
    print(f"  nonadditivity shift = {100*(instant/additive-1):.2f} %;"
          f" retardation shift = {100*(retarded/instant-1):.2f} %")
    print(f"  total force at d = {half_gap:.4f} nm: {force:.3f} pN")
print(f"salt = {salt:.1f} mM; surface potential magnitude ="
      f" {potential*1000:.1f} mV")
print(f"Debye length = {1e9/kappa_salt:.3f} nm")
print(f"double-layer repulsion at half gap = {repulsion:.3f} pN")
print(f"net force, attraction positive ="
      f" {force_ox + force_Si - repulsion:.3f} pN")
print("all assertions hold")
```

It prints:

```
sphere radius R = 50.0 nm; oxide thickness t = 2.0 nm
supplied A_ox = 5.0 zJ; A_Si = 20.0 zJ
A_Si/A_ox = 4.000; s = 2.23607 (dimensionless)
half-force gap, full sphere = 1.6765 nm = 16.765 angstrom
half-force gap from pair sums = 1.6765 nm
half-force gap, large-sphere limit = 1.6180 nm
large-sphere limit plus first correction = 1.6766 nm
half-force gap, small-particle limit = 4.0376 nm
oxide force at half gap = 11.471 pN
silicon force at half gap = 11.471 pN
total attraction at half gap = 22.942 pN
half-energy gap, full sphere = 0.5857 nm
half-energy gap, large-sphere limit = 0.5000 nm
silicon force share at d = 0.5 nm: 13.79 %
silicon force share at d = 1.0 nm: 32.36 %
silicon force share at d = 2.0 nm: 55.88 %
silicon force share at d = 3.0 nm: 67.95 %
silicon force share at d = 5.0 nm: 79.44 %
silicon force share at d = 10.0 nm: 89.03 %
half-force gap for A_Si = 15.0 zJ: 2.0799 nm
half-force gap for A_Si = 25.0 zJ: 1.4264 nm
temperature = 298.15 K
silica: static permittivity 3.9, strength 1.10 (dimensionless), resonance 13.0 eV
water: static permittivity 78.0, strength 0.78 (dimensionless), resonance 13.0 eV
silicon: static permittivity 11.7, strength 10.70 (dimensionless), resonance 5.0 eV
Lifshitz, static term omitted: A_ox = 3.679 zJ; A_Si = 22.911 zJ
  flat additive half gap with these constants = 1.1845 nm
  layered half gap without retardation = 1.1694 nm
  layered half gap with retardation = 1.2532 nm
  nonadditivity shift = -1.28 %; retardation shift = 7.17 %
  total force at d = 1.6765 nm: 20.559 pN
Lifshitz, static term kept: A_ox = 6.568 zJ; A_Si = 25.197 zJ
  flat additive half gap with these constants = 1.6677 nm
  layered half gap without retardation = 1.8098 nm
  layered half gap with retardation = 2.0152 nm
  nonadditivity shift = 8.52 %; retardation shift = 11.35 %
  total force at d = 1.6765 nm: 28.768 pN
salt = 10.0 mM; surface potential magnitude = 25.0 mV
Debye length = 3.032 nm
double-layer repulsion at half gap = 32.662 pN
net force, attraction positive = -9.720 pN
all assertions hold
```
